\section*{Separation of two independent 1s electrons: the intracule density}

\section{Problem}

Two electrons of opposite spin occupy the same hydrogenic orbital
\begin{equation}
\varphi(r)=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad 
\rho(r)=\varphi(r)^2=\frac{Z^3}{\pi}\,e^{-2Zr},
\label{eq:rho}
\end{equation}
around a fixed nucleus of charge $Z$. Relativity and the repulsion between the electrons are left out, so the spatial wavefunction of the pair is the product $\varphi(r_1)\varphi(r_2)$. It is symmetric, and the antisymmetry is carried by the singlet spin function. Atomic units are used: lengths in bohr, energies in hartree.

The intracule density $h(u)$ is the probability density of the vector $\mathbf u=\mathbf r_1-\mathbf r_2$, normalized to one pair, $\int h\,d^3u=1$. It depends only on the length $u$, because $\rho$ is spherical. Find $h(u)$, the mean separation $\langle u\rangle$, the mean square separation $\langle u^2\rangle$ and the contact value $h(0)$. Then apply the results to the K shell of lithium, first without repulsion and then with the orbital exponent adjusted to it.

\section{A tempting solution}

For one electron, $\int_0^\infty r^m e^{-2Zr}dr=m!/(2Z)^{m+1}$ gives
\begin{equation}
\langle r\rangle=4Z^3\frac{3!}{(2Z)^4}=\frac{3}{2Z},\qquad
\langle r^2\rangle=4Z^3\frac{4!}{(2Z)^5}=\frac{3}{Z^2}.
\label{eq:one}
\end{equation}
Each Cartesian coordinate of an electron therefore has mean zero and variance $1/Z^2$. The variances of independent variables add, also for a difference, so each component of $\mathbf u$ has variance $2/Z^2$. The cloud of separations is wider than the cloud of one electron by a factor $\sqrt2$. It seems to follow that $h$ is the 1s density stretched by $\sqrt2$:
\begin{equation}
h_{\rm w}(u)=\frac{1}{2\sqrt2}\,\rho\!\left(\frac{u}{\sqrt2}\right)
=\frac{Z^3}{2\sqrt2\,\pi}\,e^{-\sqrt2\,Zu}.
\label{eq:wrong}
\end{equation}
The prefactor keeps the norm at one. All lengths in (\ref{eq:one}) are then multiplied by $\sqrt2$, with the results
\begin{equation}
\langle u\rangle_{\rm w}=\frac{3}{\sqrt2\,Z},\qquad
\langle u^2\rangle_{\rm w}=\frac{6}{Z^2},\qquad
h_{\rm w}(0)=\frac{Z^3}{2\sqrt2\,\pi}.
\label{eq:wrongmom}
\end{equation}

\section{Where it fails}

The contact value can be found without knowing $h$ elsewhere. The separation is $\mathbf u$ when one electron is at $\mathbf r$ and the other at $\mathbf r+\mathbf u$. The electrons are independent, so the two densities multiply, and summing over all positions gives
\begin{equation}
h(u)=\int \rho(|\mathbf r|)\,\rho(|\mathbf r+\mathbf u|)\,d^3r .
\label{eq:def}
\end{equation}
At $u=0$ this is
\begin{equation}
h(0)=\int\rho^2\,d^3r=\frac{Z^6}{\pi^2}\,4\pi\int_0^\infty r^2e^{-4Zr}dr
=\frac{Z^6}{\pi^2}\,4\pi\,\frac{2}{(4Z)^3}=\frac{Z^3}{8\pi}.
\label{eq:contact}
\end{equation}
The value in (\ref{eq:wrongmom}) is larger by the factor $8/(2\sqrt2)=2\sqrt2$, so (\ref{eq:wrong}) is false.

The addition of variances is sound, and $\langle u^2\rangle=6/Z^2$ is correct. Indeed
\begin{equation}
\langle u^2\rangle=\langle r_1^2\rangle+\langle r_2^2\rangle-2\langle\mathbf r_1\cdot\mathbf r_2\rangle
=2\,\frac{3}{Z^2}-0,
\label{eq:usq}
\end{equation}
because for independent electrons $\langle\mathbf r_1\cdot\mathbf r_2\rangle=\langle\mathbf r_1\rangle\cdot\langle\mathbf r_2\rangle=0$. The fault is the next step, which passes from a known width to a known shape. That step would be right for a Gaussian density $\propto e^{-\alpha r^2}$, since
\begin{equation}
r^2+|\mathbf r+\mathbf u|^2=2\left|\mathbf r+\tfrac12\mathbf u\right|^2+\tfrac12u^2 .
\end{equation}
The integral over $\mathbf r$ then yields a constant, and $e^{-\alpha u^2/2}$ remains, which is the old shape stretched by $\sqrt2$. For the exponential density the exponent contains $|\mathbf r|+|\mathbf r+\mathbf u|$, which does not split in this way. The integral (\ref{eq:def}) has to be done.

\section{The intracule density}

Let $r_A=|\mathbf r|$ and $r_B=|\mathbf r+\mathbf u|$. These are the distances of the integration point from two centres that lie $u$ apart, and
\begin{equation}
h(u)=\frac{Z^6}{\pi^2}\int e^{-2Z(r_A+r_B)}\,d^3r .
\label{eq:two}
\end{equation}
The integrand depends on the sum $r_A+r_B$ alone, which suggests the coordinates
\begin{equation}
\xi=\frac{r_A+r_B}{u},\qquad \eta=\frac{r_B-r_A}{u},
\label{eq:xieta}
\end{equation}
together with the angle $\phi$ around the line of centres. The triangle inequality gives $\xi\ge1$ and $-1\le\eta\le1$.

For the volume element, place the origin midway between the centres, with $z$ along their line and $s$ the distance from it. Then
\begin{equation}
r_A^2=s^2+\left(z-\tfrac u2\right)^2,\qquad
r_B^2=s^2+\left(z+\tfrac u2\right)^2 .
\end{equation}
The difference of these equations is $r_B^2-r_A^2=2uz$. By (\ref{eq:xieta}) the left side is $u^2\xi\eta$, so $z=\tfrac u2\xi\eta$. The sum is $r_A^2+r_B^2=2s^2+2z^2+\tfrac12u^2$. Its left side equals $\tfrac12u^2(\xi^2+\eta^2)$, because $r_A=\tfrac u2(\xi-\eta)$ and $r_B=\tfrac u2(\xi+\eta)$. Solving for $s^2$,
\begin{equation}
s^2=\frac{u^2}{4}\left(\xi^2+\eta^2-1-\xi^2\eta^2\right)
=\frac{u^2}{4}(\xi^2-1)(1-\eta^2).
\label{eq:s}
\end{equation}
In cylindrical coordinates $d^3r=s\,ds\,dz\,d\phi=d(\tfrac12s^2)\,dz\,d\phi$. The Jacobian of $(\tfrac12s^2,z)$ with respect to $(\xi,\eta)$ is
\begin{align}
\begin{vmatrix}
\tfrac{u^2}{4}\xi(1-\eta^2) & -\tfrac{u^2}{4}\eta(\xi^2-1)\\[2pt]
\tfrac u2\eta & \tfrac u2\xi
\end{vmatrix}
&=\frac{u^3}{8}\left[\xi^2(1-\eta^2)+\eta^2(\xi^2-1)\right]\nonumber\\
&=\frac{u^3}{8}(\xi^2-\eta^2),
\end{align}
so that $d^3r=\frac{u^3}{8}(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$.

Put $x=2Zu$. The exponent in (\ref{eq:two}) is $-x\xi$, the angle gives $2\pi$, and $\int_{-1}^{1}(\xi^2-\eta^2)d\eta=2\xi^2-\tfrac23$. Hence
\begin{equation}
h(u)=\frac{Z^6}{\pi^2}\,\frac{\pi u^3}{4}\left(2I_2-\tfrac23I_0\right),\qquad
I_n=\int_1^\infty\xi^ne^{-x\xi}d\xi .
\end{equation}
Integration by parts gives $I_n=e^{-x}/x+(n/x)I_{n-1}$. Starting from $I_0=e^{-x}/x$,
\begin{equation}
I_1=e^{-x}\left(\frac1x+\frac1{x^2}\right),\qquad
I_2=e^{-x}\left(\frac1x+\frac2{x^2}+\frac2{x^3}\right),
\end{equation}
and therefore
\begin{equation}
2I_2-\tfrac23I_0=e^{-x}\left(\frac{4}{3x}+\frac{4}{x^2}+\frac{4}{x^3}\right)
=\frac{4e^{-x}}{3x^3}\left(x^2+3x+3\right).
\end{equation}
With $u^3/x^3=1/(8Z^3)$ the prefactor becomes $\frac{Z^6}{\pi^2}\cdot\frac{\pi}{3}\cdot\frac{1}{8Z^3}=\frac{Z^3}{24\pi}$, and
\begin{equation}
h(u)=\frac{Z^3}{24\pi}\left(3+6Zu+4Z^2u^2\right)e^{-2Zu}.
\label{eq:h}
\end{equation}
At $u=0$ this reproduces the contact value $Z^3/(8\pi)$ of (\ref{eq:contact}).

\section{The moments}

The separation has the radial density $4\pi u^2h(u)$. Substituting $u=x/(2Z)$,
\begin{align}
\langle u^n\rangle&=4\pi\int_0^\infty u^{n+2}h(u)\,du\nonumber\\
&=\frac{4\pi}{(2Z)^{n+3}}\,\frac{Z^3}{24\pi}\int_0^\infty x^{n+2}(x^2+3x+3)e^{-x}dx\nonumber\\
&=\frac{(n+4)!+3(n+3)!+3(n+2)!}{48\,(2Z)^n}
\end{align}
for integer $n\ge-2$. Taking out $(n+2)!$ leaves $(n+4)(n+3)+3(n+3)+3=n^2+10n+24=(n+4)(n+6)$, so
\begin{equation}
\langle u^n\rangle=\frac{(n+2)!\,(n+4)(n+6)}{48\,(2Z)^n}.
\label{eq:mom}
\end{equation}
For $n=0$ this is $2\cdot24/48=1$, the required norm. For $n=1$, $2$ and $-1$,
\begin{align}
\langle u\rangle&=\frac{6\cdot5\cdot7}{48\cdot2Z}=\frac{35}{16Z},\label{eq:m1}\\
\langle u^2\rangle&=\frac{24\cdot6\cdot8}{48\cdot4Z^2}=\frac{6}{Z^2},\label{eq:m2}\\
\left\langle\frac1u\right\rangle&=\frac{1\cdot3\cdot5}{48}\,2Z=\frac{5Z}{8}.\label{eq:minv}
\end{align}
The mean square agrees with (\ref{eq:usq}). The stretched density gave $3/(\sqrt2Z)\approx2.12/Z$ for the mean separation, against $35/(16Z)\approx2.19/Z$. That is about 3\% below the correct value, while its contact value is too large by a factor of about 2.8. Agreement in the mean square, and near agreement in the mean, says little about how often the electrons are close together.

\section{Shape at short and long distance}

For small $x$, multiply $x^2+3x+3$ by $e^{-x}=1-x+\tfrac12x^2-\dots$. The linear terms cancel, $3x-3x=0$, and the quadratic coefficient is $1-3+\tfrac32=-\tfrac12$. Thus
\begin{equation}
h(u)=h(0)\left[1-\tfrac23Z^2u^2+\dots\right].
\end{equation}
The density is flat at contact, whereas (\ref{eq:wrong}) has a cusp there. Nothing in the product wavefunction keeps the electrons apart. For any density shared by two independent electrons, $h$ has its largest value at contact: by the Cauchy--Schwarz inequality, (\ref{eq:def}) is at most $\int\rho^2d^3r=h(0)$. A dip of $h$ at contact is thus beyond the reach of a product of two equal orbitals, whatever the orbital.

For $Zu\gg1$ the last term of (\ref{eq:h}) dominates:
\begin{equation}
h(u)\simeq\frac{Z^5u^2}{6\pi}\,e^{-2Zu}.
\end{equation}
The approach is slow: the other two terms add the relative amount $3/(2Zu)+3/(4Z^2u^2)$, which is still 16\% at $Zu=10$. The exponential is that of a single electron, because $r_A+r_B$ cannot be less than $u$. It equals $u$ everywhere on the segment between the centres, so all ways of sharing the distance between the two electrons carry the same exponential weight. The segment has length $u$. By (\ref{eq:s}), with $\xi-1$ of order $1/x$, the region around it has a cross-section of order $u/Z$. Length times cross-section accounts for the factor $u^2$. The stretched density decays as $e^{-\sqrt2Zu}$, which is too slow.

Although $h$ is largest at $u=0$, contact is not the most probable distance. The probability of finding the electrons within a small distance $\delta$ of each other is $\tfrac{4\pi}{3}\delta^3h(0)=\tfrac16(Z\delta)^3$ to leading order, which vanishes with $\delta$. The radial density is proportional to $(x^4+3x^3+3x^2)e^{-x}$, with derivative
\begin{equation}
\left(4x^3+9x^2+6x-x^4-3x^3-3x^2\right)e^{-x}=-x\left(x^3-x^2-6x-6\right)e^{-x}.
\end{equation}
The cubic has one change of sign among its coefficients and hence one positive root. Solved numerically, it is $x=3.337$, and the peak lies at $u=x/(2Z)$.

\section{The K shell of lithium}

Take $Z=3$ and leave out the outer electron. Without repulsion,
\begin{align}
\langle u\rangle&=\frac{35}{48}=0.729\ \text{bohr}=38.6\ \text{pm},\\
\sqrt{\langle u^2\rangle}&=\sqrt{\tfrac69}=0.816\ \text{bohr},\\
h(0)&=\frac{27}{8\pi}=1.074\ \text{bohr}^{-3}.
\end{align}
The most probable distance is $3.337/6=0.556$ bohr. The standard deviation of the distance is $\sqrt{0.66667-0.72917^2}=0.367$ bohr, half the mean, so the pair has no well-defined separation. From (\ref{eq:h}), $h$ falls to $0.689$, $0.178$ and $0.005\ \text{bohr}^{-3}$ at $u=0.3$, $0.7$ and $1.5$ bohr.

Now let the electrons repel each other, but keep the product form with a free exponent $\zeta$ in place of $Z$ in the orbital. The nuclear charge stays $Z$. Since $d\varphi/dr=-\zeta\varphi$, the kinetic energy per electron is $\tfrac12\int|\nabla\varphi|^2d^3r=\tfrac12\zeta^2$. The attraction per electron is $-Z\langle1/r\rangle=-Z\cdot4\zeta^3/(2\zeta)^2=-Z\zeta$. The repulsion is (\ref{eq:minv}) with exponent $\zeta$. Together,
\begin{equation}
E(\zeta)=\zeta^2-2Z\zeta+\tfrac58\zeta,\qquad
\frac{dE}{d\zeta}=2\zeta-2Z+\tfrac58 .
\end{equation}
The second derivative is $2>0$, so the minimum is at $\zeta=Z-\tfrac5{16}$, provided this is positive. There $E=\zeta^2-2\zeta\left(Z-\tfrac5{16}\right)=-\zeta^2$.

For $Z=3$ the exponent is $\zeta=2.6875$. The energy falls from $-9+1.875=-7.125$ hartree at $\zeta=3$ to $-7.223$ hartree. By the variational principle this is an upper bound to the nonrelativistic ground-state energy of the two-electron ion with a fixed nucleus.

Equations (\ref{eq:h}) and (\ref{eq:mom}) hold for the new orbital with $Z$ replaced by $\zeta$:
\begin{equation}
\langle u\rangle=\frac{35}{16\zeta}=0.814\ \text{bohr}=43.1\ \text{pm},\qquad
h(0)=\frac{\zeta^3}{8\pi}=0.772\ \text{bohr}^{-3}.
\end{equation}
The mean separation grows by the factor $3/2.6875=1.116$, and the contact value shrinks to $(2.6875/3)^3=0.719$ of its former size. A modest change of scale acts on the contact value with its third power.

The adjusted exponent describes how each electron screens the nucleus on average. The positions remain independent, $\langle\mathbf r_1\cdot\mathbf r_2\rangle$ is still zero, and $h$ is still largest at contact. Both sets of numbers therefore describe a pair without correlation. To isolate the effect of correlation, a correlated calculation should be compared with the product of two equal orbitals that has the lowest energy, with the shape of the orbital left free. A difference from the numbers above would also contain the error of the single exponential and, for the first set, the missing screening. For Li$^+$ the best product (Hartree--Fock) has $E=-7.236$ hartree, $\langle u\rangle=0.838$ bohr and $h(0)=0.770\ \text{bohr}^{-3}$. An expansion with explicit powers of $u$ gives $E=-7.280$ hartree, $\langle u\rangle=0.862$ bohr and $h(0)\approx0.53\ \text{bohr}^{-3}$, where the third digit of $h(0)$ still depends on the length of the expansion, and its $h$ rises from contact to a maximum near $0.08$ bohr. The shift of $\langle u\rangle$ from $0.814$ to $0.862$ bohr is thus due about equally to the shape of the orbital and to correlation, while the drop of $h(0)$ by about 30\% is due almost wholly to correlation. The three-digit values of this section are those of the model, not of the ion.
